# Shapley attributions for a linear precursor-property model: verification in Python

```python
# Result under test: for f(x) = b0 + sum_j b_j x_j with independent descriptors,
# the Shapley attribution of descriptor j is phi_j = b_j (x_j - mu_j).
# Worth of a coalition S: v(S) = E[f(X) | X_S = x_S], an explicit finite sum here.
# mu_j, sigma_j: population mean and spread; x: candidate molecule.
# Descriptors: bond length (angstrom), frontier gap (eV), strain energy (eV).
# f: decomposition barrier (eV) of a model precursor library with round parameters.
from fractions import Fraction
from itertools import combinations, permutations
from math import comb, factorial
import numpy as np
from scipy import constants as const

names = ["bond length", "frontier gap", "strain energy"]
units = ["angstrom", "eV", "eV"]
coef_units = ["eV/angstrom", "eV/eV", "eV/eV"]
intercept = 6.1
coef = np.array([-2.5, 0.2, -0.5])
levels = np.array([[1.92, 2.00, 2.12], [3.6, 4.0, 4.6], [0.4, 0.6, 0.9]])
prob = np.array([0.3, 0.5, 0.2])
candidate = (0, 2, 2)
x = np.array([levels[j, candidate[j]] for j in range(3)])
mu = levels @ prob
var = ((levels - mu[:, None])**2) @ prob
sigma = np.sqrt(var)
delta = x - mu
independent = np.einsum("i,j,k->ijk", prob, prob, prob)


def model_table(b0, b, lev):
    return (b0 + b[0] * lev[0][:, None, None] + b[1] * lev[1][None, :, None]
            + b[2] * lev[2][None, None, :])


def known_slice(S):
    return tuple(candidate[j] if j in S else slice(None) for j in range(3))


def conditional_worth(table, joint, S):
    cut = known_slice(S)
    return np.sum(joint[cut] * table[cut]) / np.sum(joint[cut])


def interventional_worth(table, joint, S):
    rest = joint.sum(axis=tuple(sorted(S)))
    return np.sum(rest * table[known_slice(S)])


def shapley_orderings(worth, table, joint):
    phi = np.zeros(3)
    for order in permutations(range(3)):
        for place, j in enumerate(order):
            before = order[:place]
            phi[j] += worth(table, joint, before + (j,)) - worth(table, joint, before)
    return phi / factorial(3)


def shapley_weights(worth, table, joint):
    phi = np.zeros(3)
    for j in range(3):
        others = [k for k in range(3) if k != j]
        for s in range(3):
            weight = factorial(s) * factorial(2 - s) / factorial(3)
            for S in combinations(others, s):
                phi[j] += weight * (worth(table, joint, S + (j,))
                                    - worth(table, joint, S))
    return phi


# Main result, from explicit conditional means and all orderings.
barrier = model_table(intercept, coef, levels)
phi_formula = coef * delta
phi = shapley_orderings(conditional_worth, barrier, independent)
assert np.allclose(phi, phi_formula, atol=1e-12)
mean_barrier = np.sum(independent * barrier)
candidate_barrier = barrier[candidate]
assert abs(phi.sum() - (candidate_barrier - mean_barrier)) < 1e-12

# Coalition weights: each coalition size carries 1/p in total.
for p in range(1, 10):
    by_size = [0] * p
    for s in range(p):
        for S in combinations(range(p - 1), s):
            by_size[s] += Fraction(factorial(s) * factorial(p - 1 - s), factorial(p))
    assert all(w == Fraction(1, p) for w in by_size) and sum(by_size) == 1

# Population variance of the barrier against the sum of attribution variances.
barrier_var = np.sum(independent * (barrier - mean_barrier)**2)
assert abs(barrier_var - np.sum(coef**2 * var)) < 1e-12

# Same calculation in atomic units.
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") / const.angstrom
scale = np.array([bohr, hartree, hartree])
table_au = model_table(intercept / hartree, coef * scale / hartree,
                       levels / scale[:, None])
phi_au = shapley_orderings(conditional_worth, table_au, independent)
assert np.allclose(phi_au * hartree, phi, atol=1e-12)

# Correlated bond length and gap, with unchanged marginal distributions.
dev = levels - mu[:, None]
u = dev[0] / dev[0].max()
w = dev[1] / dev[1].max()
correlated = independent * (1 - 0.9 * u[:, None, None] * w[None, :, None])
assert correlated.min() > 0
for axis in range(3):
    other = tuple(k for k in range(3) if k != axis)
    assert np.allclose(correlated.sum(axis=other), prob)
pair = correlated.sum(axis=2)
cov = dev[0] @ pair @ dev[1]
correlation = cov / (sigma[0] * sigma[1])
phi_corr = shapley_orderings(conditional_worth, barrier, correlated)
shift_corr = 0.5 * (coef[1] * cov / var[0] * delta[0]
                    - coef[0] * cov / var[1] * delta[1])
assert np.allclose(phi_corr - phi_formula, [shift_corr, -shift_corr, 0], atol=1e-12)
assert abs(shift_corr) > 0.01
assert np.allclose(phi_corr, shapley_weights(conditional_worth, barrier, correlated))
phi_int = shapley_orderings(interventional_worth, barrier, correlated)
assert np.allclose(phi_int, phi_formula, atol=1e-12)

# Dependent but uncorrelated pair: zero covariance does not rescue the formula.
even = np.array([1.0, -1.0, 1.0])
hidden = independent * (1 + 0.9 * u[:, None, None] * even[None, :, None])
assert hidden.min() > 0
hidden_pair = hidden.sum(axis=2)
hidden_cov = dev[0] @ hidden_pair @ dev[1]
assert abs(hidden_cov) < 1e-12
length_row = hidden_pair[:, candidate[1]]
gap_row = hidden_pair[candidate[0], :]
length_excess = dev[0] @ length_row / length_row.sum()
gap_excess = dev[1] @ gap_row / gap_row.sum()
phi_hidden = shapley_orderings(conditional_worth, barrier, hidden)
shift_hidden = 0.5 * (coef[1] * gap_excess - coef[0] * length_excess)
assert np.allclose(phi_hidden - phi_formula, [shift_hidden, -shift_hidden, 0],
                   atol=1e-12)
assert abs(shift_hidden) > 0.01

# Nonlinear terms that the linear model neglects.
k_int, q_curv = 0.5, 3.0
cross = k_int * dev[0][:, None, None] * dev[1][None, :, None]
phi_cross = shapley_orderings(conditional_worth, barrier + cross, independent)
shift_cross = 0.5 * k_int * delta[0] * delta[1]
assert np.allclose(phi_cross - phi_formula, [shift_cross, shift_cross, 0], atol=1e-12)
curved = barrier + q_curv * dev[0][:, None, None]**2
phi_curved = shapley_orderings(conditional_worth, curved, independent)
shift_curved = q_curv * (delta[0]**2 - var[0])
assert np.allclose(phi_curved - phi_formula, [shift_curved, 0, 0], atol=1e-12)

# Finite library: repeated least-squares fits against the leading-order error.
N, repeats, residual = 100, 10000, 0.1
rng = np.random.default_rng(7)
design = np.ones((repeats, N, 4))
for j in range(3):
    design[:, :, j + 1] = dev[j][rng.choice(3, size=(repeats, N), p=prob)]
truth = np.concatenate([[mean_barrier], coef])
y = design @ truth + residual * rng.standard_normal((repeats, N))
design_t = design.transpose(0, 2, 1)
fit = np.linalg.solve(design_t @ design, design_t @ y[:, :, None])[:, :, 0]
phi_fit = fit[:, 1:] * (delta - design[:, :, 1:].mean(axis=1))
error_seen = phi_fit.std(axis=0)
error_formula = np.sqrt(coef**2 * var / N + delta**2 * residual**2 / (N * var))
# Terms of relative order 1/N and sampling noise together stay within 6 percent.
assert np.allclose(error_seen, error_formula, rtol=0.06)

# Meaning for decomposition rates, with a common prefactor.
temperature = 500.0
kT = const.k * temperature / const.e
rate_factor = np.exp(-phi / kT)
total_factor = np.exp(-(candidate_barrier - mean_barrier) / kT)
assert np.isclose(rate_factor.prod(), total_factor)
rate_table = np.exp(-(barrier - mean_barrier) / kT)
mean_rate = np.sum(independent * rate_table)
assert mean_rate > 1.0
phi_rate = shapley_orderings(conditional_worth, rate_table, independent)
assert np.isclose(phi_rate.sum(), total_factor - mean_rate)

print(f"intercept b0 = {intercept:.2f} eV")
print("level probabilities (each descriptor) =", prob)
for j in range(3):
    print(f"{names[j]}: levels {levels[j]} {units[j]}")
    print(f"  b = {coef[j]:.2f} {coef_units[j]}, mean = {mu[j]:.3f}, "
          f"spread = {sigma[j]:.4f}, candidate = {x[j]:.2f} {units[j]}")
    print(f"  deviation = {delta[j]:+.3f} {units[j]}")
print("coalition worths (L = bond length, G = gap, S = strain):")
for size in range(4):
    for S in combinations(range(3), size):
        label = "".join("LGS"[j] for j in S) or "none"
        print(f"  v({label}) = {conditional_worth(barrier, independent, S):.4f} eV")
for j in range(3):
    print(f"phi {names[j]}: orderings {phi[j]:+.4f} eV, formula "
          f"{phi_formula[j]:+.4f} eV; {phi_au[j]:+.6f} hartree")
print(f"sum of attributions = {phi.sum():+.4f} eV")
print("attribution variances b^2 sigma^2 =", np.round(coef**2 * var, 5), "eV^2")
print(f"barrier variance = {barrier_var:.5f} eV^2, spread = "
      f"{np.sqrt(barrier_var):.4f} eV")
print(f"correlated case: length-gap correlation = {correlation:.3f}")
print("  conditional attributions =", np.round(phi_corr, 4), "eV")
print(f"  shift of bond-length attribution = {shift_corr:+.4f} eV")
print("  interventional attributions =", np.round(phi_int, 4), "eV")
print(f"uncorrelated dependent case: covariance = {abs(hidden_cov):.1e} angstrom eV")
print(f"  mean length excess at candidate gap = {length_excess:+.4f} angstrom")
print("  conditional attributions =", np.round(phi_hidden, 4), "eV")
print(f"  shift of bond-length attribution = {shift_hidden:+.4f} eV")
print(f"interaction k = {k_int:.2f} 1/angstrom: shift of length and of gap "
      f"attribution = {shift_cross:+.4f} eV each")
print(f"curvature q = {q_curv:.2f} eV/angstrom^2: shift of length attribution "
      f"= {shift_curved:+.4f} eV")
print(f"finite library: N = {N} molecules, residual spread = {residual:.2f} eV, "
      f"{repeats} repeated fits")
print("  attribution error, repeated fits =", np.round(error_seen, 4), "eV")
print("  attribution error, formula =", np.round(error_formula, 4), "eV")
print(f"temperature = {temperature:.0f} K, k_B T = {kT:.4f} eV")
print("rate factors exp(-phi/k_B T) =", np.round(rate_factor, 4))
print(f"candidate rate / rate at mean barrier = {total_factor:.4f}")
print(f"population-mean rate / rate at mean barrier = {mean_rate:.2f}")
print("Shapley attributions of the relative rate =", np.round(phi_rate, 3))
print("PASS")
```

It prints:

```
intercept b0 = 6.10 eV
level probabilities (each descriptor) = [0.3 0.5 0.2]
bond length: levels [1.92 2.   2.12] angstrom
  b = -2.50 eV/angstrom, mean = 2.000, spread = 0.0693, candidate = 1.92 angstrom
  deviation = -0.080 angstrom
frontier gap: levels [3.6 4.  4.6] eV
  b = 0.20 eV/eV, mean = 4.000, spread = 0.3464, candidate = 4.60 eV
  deviation = +0.600 eV
strain energy: levels [0.4 0.6 0.9] eV
  b = -0.50 eV/eV, mean = 0.600, spread = 0.1732, candidate = 0.90 eV
  deviation = +0.300 eV
coalition worths (L = bond length, G = gap, S = strain):
  v(none) = 1.6000 eV
  v(L) = 1.8000 eV
  v(G) = 1.7200 eV
  v(S) = 1.4500 eV
  v(LG) = 1.9200 eV
  v(LS) = 1.6500 eV
  v(GS) = 1.5700 eV
  v(LGS) = 1.7700 eV
phi bond length: orderings +0.2000 eV, formula +0.2000 eV; +0.007350 hartree
phi frontier gap: orderings +0.1200 eV, formula +0.1200 eV; +0.004410 hartree
phi strain energy: orderings -0.1500 eV, formula -0.1500 eV; -0.005512 hartree
sum of attributions = +0.1700 eV
attribution variances b^2 sigma^2 = [0.03   0.0048 0.0075] eV^2
barrier variance = 0.04230 eV^2, spread = 0.2057 eV
correlated case: length-gap correlation = -0.300
  conditional attributions = [ 0.167  0.153 -0.15 ] eV
  shift of bond-length attribution = -0.0330 eV
  interventional attributions = [ 0.2   0.12 -0.15] eV
uncorrelated dependent case: covariance = 6.5e-19 angstrom eV
  mean length excess at candidate gap = +0.0360 angstrom
  conditional attributions = [ 0.245  0.075 -0.15 ] eV
  shift of bond-length attribution = +0.0450 eV
interaction k = 0.50 1/angstrom: shift of length and of gap attribution = -0.0120 eV each
curvature q = 3.00 eV/angstrom^2: shift of length attribution = +0.0048 eV
finite library: N = 100 molecules, residual spread = 0.10 eV, 10000 repeated fits
  attribution error, repeated fits = [0.0211 0.0189 0.0198] eV
  attribution error, formula = [0.0208 0.0187 0.0194] eV
temperature = 500 K, k_B T = 0.0431 eV
rate factors exp(-phi/k_B T) = [9.60000e-03 6.17000e-02 3.25037e+01]
candidate rate / rate at mean barrier = 0.0193
population-mean rate / rate at mean barrier = 3623.00
Shapley attributions of the relative rate = [-4156.225 -3898.271  4431.517]
PASS
```
